# Reflection from a Damped End Atom in a Harmonic Chain

A collision cascade started by an implanted ion sends elastic waves outward. In a simulation cell of finite size these waves can return from the edge and disturb the damaged region, unless the edge absorbs them. A simple absorbing edge is a drag force on the outermost atoms. This problem finds the drag that suits a one-dimensional chain, and how much it leaves unabsorbed.

Atoms of mass $m$ sit at $x=na$ with $n\le 0$, joined to their nearest neighbours by springs $K$. The displacement $u_n$ is along the chain and small enough for the springs to be linear. The last atom, $n=0$, has no spring to anything outside and feels a drag $-\gamma\dot u_0$, where $\gamma$ has the unit of mass per time. The equations of motion are

$$m\ddot u_n=K(u_{n+1}-2u_n+u_{n-1}),\quad n\le -1, \qquad (1)$$

$$m\ddot u_0=K(u_{-1}-u_0)-\gamma\dot u_0. \qquad (2)$$

Complex waves carry the time factor $e^{-i\omega t}$, and the physical displacement is the real part. Throughout, $\theta=qa$, $\omega_0=\sqrt{K/m}$ and $g=\gamma/\sqrt{mK}$.

## (a) Which waves does the chain carry, and how much power do they transport?

**Solution.** Insert $u_n=Ae^{i(n\theta-\omega t)}$ into (1) and divide by $u_n$:

$$-m\omega^2=K(e^{i\theta}+e^{-i\theta}-2)=-4K\sin^2(\theta/2).$$

The positive frequency for $0<\theta<\pi$ is therefore

$$\omega=2\omega_0\sin(\theta/2). \qquad (3)$$

The group velocity $d\omega/dq=a\omega_0\cos(\theta/2)$ is positive, so this wave carries energy to the right, towards the damped end. For $\theta\to0$ it becomes the sound speed $c=a\omega_0$.

The bond to the left of atom $n$ exerts on it the force $F=-K(u_n-u_{n-1})=-K(1-e^{-i\theta})u_n$. The velocity is $-i\omega u_n$, with complex conjugate $i\omega u_n^*$. The mean power passed to the right is

$$P_{\rm in}=\tfrac12{\rm Re}\left[-i\omega K(1-e^{-i\theta})\right]|A|^2=\tfrac12\omega K\sin\theta\,|A|^2, \qquad (4)$$

because $1-e^{-i\theta}=1-\cos\theta+i\sin\theta$ and $-i\cdot i\sin\theta=\sin\theta$.

## (b) What is the reflected amplitude for any drag?

**Solution.** Left of the end the motion is an incident wave of unit amplitude plus a reflected one:

$$u_n=(e^{in\theta}+Re^{-in\theta})e^{-i\omega t}. \qquad (5)$$

The ratio $R$ refers to displacement, with its phase taken at $n=0$.

Define a fictitious $u_1$ by continuing (5) to $n=1$. Both waves then satisfy the bulk equation at $n=0$ as well, $m\ddot u_0=K(u_1-2u_0+u_{-1})$. Subtracting (2) from it removes the inertia and leaves

$$K(u_1-u_0)=-\gamma\dot u_0=i\omega\gamma u_0. \qquad (6)$$

The drag must thus supply the force that the missing half of the chain would have exerted. With (5), condition (6) reads

$$K\left[(e^{i\theta}-1)+R(e^{-i\theta}-1)\right]=i\omega\gamma(1+R).$$

Now use $e^{\pm i\theta}-1=\pm2i\sin(\theta/2)e^{\pm i\theta/2}$ on the left and (3) on the right:

$$2iK\sin(\theta/2)\left[e^{i\theta/2}-Re^{-i\theta/2}\right]=2i\omega_0\gamma\sin(\theta/2)(1+R).$$

Divide by $2iK\sin(\theta/2)$, which is not zero, and note that $\omega_0\gamma/K=\gamma/\sqrt{mK}=g$. Then $e^{i\theta/2}-Re^{-i\theta/2}=g(1+R)$, and collecting the terms in $R$ gives

$$R=\frac{e^{i\theta/2}-g}{e^{-i\theta/2}+g}. \qquad (7)$$

As a check on energy, add 1 to (7):

$$1+R=\frac{2\cos(\theta/2)}{e^{-i\theta/2}+g}.$$

The drag takes the power $\frac12\gamma\omega^2|1+R|^2$. Divide by (4) with $|A|=1$, and use $\gamma\omega/K=2g\sin(\theta/2)$ and $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$. With $C=\cos(\theta/2)$, the absorbed fraction is

$$\frac{\gamma\omega}{K\sin\theta}\,\frac{4C^2}{1+g^2+2gC}=\frac{4gC}{1+g^2+2gC}. \qquad (8)$$

From (7), $|R|^2=(1+g^2-2gC)/(1+g^2+2gC)$. The two fractions add to one, as they must.

## (c) Which drag removes the reflection of long waves, and what remains?

**Solution.** For $\theta\to0$ equation (7) gives $R\to(1-g)/(1+g)$. This vanishes for $g=1$ and for no other value, so

$$\gamma=\sqrt{mK}.$$

A drag half or twice as large gives $|R|\to1/3$, however long the wave.

The value has a direct meaning. A long wave travelling right has the form $u=f(x-ct)$, for which $\partial u/\partial x=-\dot u/c$. The missing half-chain would pull on the end atom with $Ka\,\partial u/\partial x=-(Ka/c)\dot u$, and $Ka/c=K/\omega_0=\sqrt{mK}$. The matched drag is the long-wave mechanical impedance of the chain.

At finite wavelength, set $g=1$ in (7) and take out half of each phase:

$$e^{i\theta/2}-1=2i\sin(\theta/4)e^{i\theta/4},\qquad e^{-i\theta/2}+1=2\cos(\theta/4)e^{-i\theta/4}.$$

Their quotient is

$$R=i\,e^{iqa/2}\tan\frac{qa}{4},\qquad |R|=\frac{qa}{4}+\frac{(qa)^3}{192}+\dots \qquad (9)$$

The reflected amplitude vanishes in proportion to $qa$, and the reflected energy in proportion to $(qa)^2$. At the other end of the band, $qa\to\pi$, $|R|\to1$: the group velocity goes to zero there, and the end absorbs nothing of such a wave.

## (d) Can a different drag, or a different end mass, do better at finite wavelength?

**Solution.** Divide numerator and denominator of (8) by $g$:

$$|R|^2=1-\frac{4C}{g+1/g+2C}.$$

For $\theta<\pi$ we have $C>0$, so the smallest reflection belongs to the smallest $g+1/g$. Since $g+1/g-2=(1-g)^2/g\ge0$, that is $g=1$, whatever the wavelength. With an end atom of mass $m$, no other constant drag improves on (9).

To first order in $qa$, the remainder comes from inertia. For a wave that simply went on to the right, the left side of (6) would be

$$K(e^{i\theta}-1)u_0=i\omega\sqrt{mK}\,\left[\cos(\theta/2)+i\sin(\theta/2)\right]u_0.$$

The first term is a drag. The second equals $-\frac12m\omega^2u_0=\frac12m\ddot u_0$, because $\sqrt{mK}\sin(\theta/2)=m\omega/2$. It can be supplied by giving the end atom the mass $m/2$. Subtracting its equation of motion from the bulk equation now leaves

$$K(u_1-u_0)-\tfrac12m\ddot u_0=-\gamma\dot u_0.$$

Insert (5), use $\frac12m\omega^2=2K\sin^2(\theta/2)$, and divide by $2iK\sin(\theta/2)$:

$$e^{i\theta/2}-Re^{-i\theta/2}-i\sin(\theta/2)(1+R)=g(1+R).$$

The sine terms cancel, leaving $C(1-R)=g(1+R)$. For $g=1$,

$$R=-\frac{1-C}{1+C}=-\tan^2\frac{qa}{4}.$$

The amplitude is now of second order in $qa$. Halving the end mass is thus a real improvement for long waves in this linear model, with the drag still $\sqrt{mK}$.

## (e) What comes back when a pulse arrives?

**Solution.** Return to end mass $m$. Let a pulse $f(x-ct)$, wide compared with $a$, arrive at the matched end. By (9), each component $e^{iq(x-ct)}$ returns to leading order as $(iqa/4)e^{iq(-x-ct)}$. The factor $iq$ is a derivative of $f$ with respect to its argument, so

$$u_{\rm refl}(x,t)=\frac a4f'(-x-ct).$$

The end returns the slope of the pulse. For $f(s)=h\,e^{-s^2/2\sigma^2}$ the steepest slope is at $|s|=\sigma$, and the largest returned displacement is

$$u_{\rm max}=\frac{a h}{4\sigma}e^{-1/2}. \qquad (10)$$

The energy of a long travelling pulse is proportional to the integral of its squared slope. The two integrals needed are

$$\int f'^2ds=\frac{\sqrt\pi\,h^2}{2\sigma},\qquad \int f''^2ds=\frac{\sqrt\pi\,h^2}{\sigma^3}\left(\frac34-1+1\right)=\frac{3\sqrt\pi\,h^2}{4\sigma^3}.$$

The returned fraction of the energy is therefore

$$\frac{a^2}{16}\,\frac{\int f''^2ds}{\int f'^2ds}=\frac{3a^2}{32\sigma^2}. \qquad (11)$$

## (f) What if the damped atom is also tied to a fixed wall?

**Solution.** A further spring $K$ to a fixed site adds $-Ku_0$ to the right side of (2). Subtraction from the bulk equation now gives $Ku_1=i\omega\gamma u_0$, or

$$e^{i\theta}+Re^{-i\theta}=2ig\sin(\theta/2)(1+R),$$

$$R=-\frac{e^{i\theta}-2ig\sin(\theta/2)}{e^{-i\theta}-2ig\sin(\theta/2)}\;\longrightarrow\;-1\quad(\theta\to0).$$

Long waves are reflected completely for any fixed $g$. The wall holds the atom nearly still, and a drag on an atom at rest does no work. The free end is thus a condition of the result in (c).

## (g) Put in numbers for the edge of an ytterbium cell.

**Solution.** The chain describes more than a row of atoms. In an fcc crystal with central nearest-neighbour springs $k$, let a plane wave travel along [100]. Each atom has four neighbours in the next (100) plane, and each bond direction has the component $1/\sqrt2$ along [100]. For longitudinal motion the planes are coupled by $K=4k\cdot\frac12=2k$ per atom. Bonds within a plane do not stretch, since its atoms move together.

Take rough values in the regime of fcc ytterbium: $m=173$ u, plane spacing $a=0.27$ nm, $K=60$ eV/nm². They give $\omega_0=5.785$ ps⁻¹, and

$$c=a\omega_0=0.27\times5.785=1.56\ {\rm nm/ps}=1.56\ {\rm km/s},$$

$$\gamma=\frac{K}{\omega_0}=\frac{60}{5.785}=10.4\ {\rm eV\,ps/nm^2}=1.66\times10^{-12}\ {\rm kg/s}.$$

If a simulation code asks for the rate $\gamma/m$ instead, the value is $\omega_0$, about 5.8 ps⁻¹. It applies to the last plane alone; a drag spread over several planes is a different boundary.

For a wavelength of 5 nm, $qa=2\pi\times0.27/5=0.339$ and $|R|=\tan(0.0848)=0.085$. Other wavelengths give:

| wavelength (nm) | $\lvert R\rvert$ | reflected energy |
|---|---|---|
| 10 | 0.042 | 0.18 % |
| 5 | 0.085 | 0.72 % |
| 2 | 0.215 | 4.6 % |
| 1 | 0.452 | 20 % |

A driven chain of 300 atoms, solved from its equations of motion and decomposed into two waves, gives the same amplitudes. With the wall spring of part (f) kept, $|R|$ at 10 nm is 0.95 instead of 0.042. With the half-mass end of part (d), the amplitude at 5 nm would be $0.085^2=0.007$.

A Gaussian pulse of height 0.010 nm and width $\sigma=6a=1.62$ nm should return, by (10) and (11),

$$u_{\rm max}=\frac{0.010\times0.607}{4\times6}\ {\rm nm}=0.253\ {\rm pm},\qquad \frac{3}{32\times36}=0.26\ \%.$$

Integrating the motion in time gives 0.252 pm and 0.26 %.

## (h) How far do the neglected effects move these numbers?

**Solution.** *Transverse waves.* Of the four bonds to the next plane, two have a component along a given transverse cube axis. The transverse stiffness is $2k\cdot\frac12=k=K/2$, so the longitudinal drag is too large by $g=\sqrt2$. Long transverse waves return with $|R|=(\sqrt2-1)/(\sqrt2+1)=0.17$. In this model, a separate drag $\gamma/\sqrt2$ for transverse motion removes this long-wave reflection at normal incidence.

*Oblique incidence.* Consider a scalar wave on a square lattice, arriving at angle $\varphi$ to the normal. The lateral springs appear alike in the bulk and edge equations, so (6) still holds. For long waves it becomes $Kaq\cos\varphi\,(1-R)=cq\gamma(1+R)$. With $\gamma=Ka/c$,

$$R=\frac{\cos\varphi-1}{\cos\varphi+1}.$$

This does not vanish at long wavelength: $|R|$ is 0.07 at 30° and 0.33 at 60°. The vanishing reflection belongs to normal incidence. A real elastic wave can also change polarization at the edge, which this scalar model leaves out.

*Anharmonic bonds.* The same pulse was started 99 spacings from the end of a chain with Morse bonds of equal stiffness and a rough range parameter of 10 nm⁻¹. It returned 0.23 % of its energy, against 0.26 % for harmonic bonds. A pulse five times higher returned 0.40 %. The change has no fixed sign, and it includes the distortion of the pulse on its way to the end. It therefore depends on the distance travelled and on whether the pulse displaces the atoms towards the end or away from it. The two values are examples for displacement towards the end, not bounds.

*Temperature.* Drag alone cools the cell. In classical equilibrium the waves moving towards the end carry the power $kT\,d\omega/2\pi$ in each frequency interval. The end absorbs the fraction $1-\tan^2(\theta/4)=2C/(1+C)$. With $d\omega=\omega_0C\,d\theta$ and $\phi=\theta/2$, the loss from a single chain, after a brief start and while the arriving waves still have the temperature $T$, is

$$P=\frac{2kT\omega_0}{\pi}\int_0^{\pi/2}\frac{\cos^2\phi}{1+\cos\phi}d\phi=\frac{2kT\omega_0}{\pi}\left(2-\frac\pi2\right)=\frac{4-\pi}{\pi}kT\omega_0.$$

The integral follows from $\cos^2\phi/(1+\cos\phi)=\cos\phi-1+1/(1+\cos\phi)$, whose three terms give $1$, $-\pi/2$ and $1$. At 300 K, $kT=25.85$ meV and $P=0.273\times25.85\times5.785=41$ meV/ps. The whole pulse above carries only 0.88 meV per row. In the crystal, transverse and oblique waves carry heat to the edge too, so the chain value is only a rough estimate of the loss per row. A cell meant to stay at 300 K therefore needs a supply of heat, for instance from a random force beside the drag. White noise with correlation $S\,\delta(t-t')$ supplies the mean power $S/2m$, while the drag removes $\gamma\langle\dot u_0^2\rangle=\gamma kT/m$; balance requires $S=2\gamma kT$.

*Pressure.* A free end cannot hold a compressed crystal. If the bonds push outward with force $F$ per row, the end moves at speed $v$ and sends a release wave inward, which lowers the push by $\sqrt{mK}\,v=\gamma v$. The rest balances the drag: $F-\gamma v=\gamma v$, so $v=F/2\gamma$. This holds after the brief start and until a wave arrives from the far end. Each row occupies the area $2a^2$, so 0.1 GPa means $F=0.091$ eV/nm and $v=0.091/(2\times10.37)$ nm/ps, or 4.4 pm/ps. A constant inward force $F$ on the end plane prevents this drift. With linear springs it leaves $R$ unchanged. Anharmonic bonds change their stiffness under compression, and the drag must then be matched to the stiffness of the compressed crystal.

*The real metal.* The model's sound speed is of the size expected for ytterbium, roughly 1.5 to 2 km/s. The central nearest-neighbour springs are an idealization, and the stiffness ratio 1/2 is a property of that model, not a measured value. Since $\gamma=Ka/c=mc/a$, the drag for each polarization in another crystal model should be set from that polarization's own sound speed along the normal, not from the ratio found here. A cascade radiates in all directions, so many of its waves do not meet a flat cell edge at normal incidence. In the scalar model, 60° incidence raises the reflected energy to 11 %, against 0.72 % for a 5 nm wave at normal incidence. Close to the cascade core the displacements are not small, and the linear result does not apply. The edge must lie far enough out for the arriving strain to be small.

## Computed results

```
Rough inputs, regime of fcc ytterbium
atomic mass: 173 u
plane spacing a: 0.27 nm
planar spring K: 60 eV/nm^2
omega0 = matched damping rate gamma/m: 5.785 1/ps
top frequency of chain: 1.841 THz
sound speed c: 1.562 km/s
matched drag gamma: 10.372 eV ps/nm^2
matched drag gamma, SI: 1.662e-12 kg/s
Reflection at matched end (driven chain | formula | energy)
wavelength 10.0 nm, qa 0.1696: 0.04244 | 0.04244 | 0.180 %
wavelength  5.0 nm, qa 0.3393: 0.08503 | 0.08503 | 0.723 %
wavelength  3.0 nm, qa 0.5655: 0.14232 | 0.14232 | 2.026 %
wavelength  2.0 nm, qa 0.8482: 0.21529 | 0.21529 | 4.635 %
wavelength  1.0 nm, qa 1.6965: 0.45152 | 0.45152 | 20.387 %
|R|/(qa) at qa = 0.02: 0.25000
|R| at qa = 0.02 for g = 0.5: 0.3334
|R| at qa = 0.02 for g = 2.0: 0.3334
best g at qa = 0.5, 1.5, 2.5: 1.0000, 1.0000, 1.0000
|R| at 10 nm with wall spring kept: 0.9458
Gaussian pulse at matched end
height: 0.010 nm
width sigma: 1.62 nm
pulse energy per atomic row: 0.883 meV
returned displacement, simulated: 0.252 pm
returned displacement, slope law: 0.253 pm
returned energy, simulated: 0.2606 %
returned energy, spectral sum: 0.2606 %
returned energy, leading law: 0.2604 %
Neglected effects
transverse/longitudinal stiffness: 0.500
transverse long-wave |R|: 0.1716
scalar wave at 30 degrees, |R|: 0.0726
scalar wave at 60 degrees, |R|: 0.3334
Morse alpha (rough): 10 1/nm
Morse bonds, height 0.01 nm: energy per row 0.88 meV, returned 0.2292 %
Morse bonds, height 0.05 nm: energy per row 22.09 meV, returned 0.4002 %
kT at 300 K: 25.85 meV
heat drain/(kT omega0), ensemble: 0.2733
heat drain/(kT omega0), formula: 0.2732
heat drain per row: 40.86 meV/ps
unbalanced pressure: 0.1 GPa
force per row: 0.0910 eV/nm
end speed/(F/gamma), lattice: 0.4997
initial drift of end: 4.39 pm/ps
```
